# The Eliashberg function, phonon linewidths and the electron mass enhancement, part 1

(Sections cited here and not found follow in the later parts.)

## A flat band and one frequency

Take a band whose density of states per spin and per unit cell has the constant value \(N_F\) for \(-D<\varepsilon<D\), with \(\varepsilon\) measured from the Fermi level. Let all phonons have one frequency \(\Omega\), and let one real number \(g\), an energy, couple every electron state to every other. Hartree atomic units are used (\(\hbar=1\), so frequencies are energies) and the temperature is zero.

An electron added with energy \(z\) has its energy changed in two ways. It can emit a phonon and drop into an empty state \(\varepsilon'>0\), which gives the second-order term \(g^2/(z-\varepsilon'-\Omega)\). It also occupies a state into which an electron of the Fermi sea, at \(\varepsilon'<0\), could have jumped by emitting a virtual phonon, and the loss of that energy lowering gives \(g^2/(z-\varepsilon'+\Omega)\). Lemma 4 derives both terms. Summed over the band, for \(|z|<\Omega\),
\[
\Sigma(z)=g^2N_F\left[\int_0^D\frac{d\varepsilon'}{z-\varepsilon'-\Omega}+\int_{-D}^0\frac{d\varepsilon'}{z-\varepsilon'+\Omega}\right]
=g^2N_F\left[\ln\frac{\Omega-z}{D+\Omega-z}+\ln\frac{D+\Omega+z}{\Omega+z}\right].
\]
The two logarithms cancel at \(z=0\). Each has the derivative \(-1/\Omega+1/(D+\Omega)\) there, so
\[
-\Sigma'(0)=2g^2N_F\left[\frac1\Omega-\frac1{D+\Omega}\right]=\lambda\,\frac{D}{D+\Omega},\qquad \lambda=\frac{2N_Fg^2}{\Omega}.
\]
The energy \(E\) of the dressed electron solves \(E=\varepsilon+\Sigma(E)\). For \(D\gg\Omega\) and \(|E|\ll\Omega\) this reads \(E=\varepsilon-\lambda E\), so \(E=\varepsilon/(1+\lambda)\). The band is flattened, and the mass is raised, by the factor \(1+\lambda\).

The same number arises in two other ways. The function \(\alpha^2F(\omega)=N_Fg^2\delta(\omega-\Omega)\) records how much squared coupling is available at each frequency, and \(2\int\alpha^2F/\omega\,d\omega=\lambda\). And if \(\zeta(\mathbf q)\) measures the pairs of Fermi-surface states joined by \(\mathbf q\), normalized so that its zone average is \(N_F^2\), then \(\lambda_{\mathbf q}=2g^2\zeta(\mathbf q)/(N_F\Omega)\) has the zone average \(\lambda\). These two statements hold for any \(D\), while the mass statement carries the factor \(D/(D+\Omega)\) and becomes exact only as \(\Omega/D\to0\). The general theorem has the same structure, with one addition: the mass enhancement varies over the Fermi surface, and \(\lambda\) is a particular average of it.

## Setting and assumptions

The crystal has \(N\) cells of volume \(V_c\) in \(d=2\) or \(3\) dimensions. For one band and phonon branches \(\nu\),
\[
H=\sum_{\mathbf k}\varepsilon_{\mathbf k}c^\dagger_{\mathbf k}c_{\mathbf k}+\sum_{\mathbf q\nu}\omega_{\mathbf q\nu}b^\dagger_{\mathbf q\nu}b_{\mathbf q\nu}+H_{ep},
\]
\[
H_{ep}=\frac1{\sqrt N}\sum_{\mathbf k\mathbf k'\nu}g_\nu(\mathbf k,\mathbf k')\,c^\dagger_{\mathbf k'}c_{\mathbf k}\left(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu}\right),\qquad \mathbf q=\mathbf k'-\mathbf k .
\]
The wave vector \(\mathbf q\) is taken modulo reciprocal lattice vectors. The coupling conserves spin and a spin sum is understood. The matrix element \(g_\nu\) is an energy; it contains the zero-point amplitude of the mode. The Hermitian conjugate of the \((\mathbf k,\mathbf k')\) term has the operators of the \((\mathbf k',\mathbf k)\) term, so \(H_{ep}=H_{ep}^\dagger\) requires \(g_\nu(\mathbf k',\mathbf k)=g_\nu(\mathbf k,\mathbf k')^*\).

The zone average is \(\langle F\rangle_{\mathbf k}=N^{-1}\sum_{\mathbf k}F\to C\int_{BZ}d^dk\,F\) with \(C=V_c/(2\pi)^d\). The density of states at the Fermi level, per spin and cell, is \(N_F=\langle\delta(\varepsilon_{\mathbf k})\rangle_{\mathbf k}\). A prime marks quantities at \(\mathbf k'\).

(A1) The Fermi surface is smooth and the velocity \(\mathbf v=\nabla_{\mathbf k}\varepsilon\) does not vanish on it.

(A2) The ratio \(G_\nu=|g_\nu|^2/\omega_{\mathbf q\nu}\) is bounded. Both \(|g_\nu|^2\) and \(\omega_{\mathbf q\nu}\) are smooth in \(\mathbf k,\mathbf k'\), except at \(\mathbf q=0\) for an acoustic branch, where both vanish linearly in \(|\mathbf q|\). The estimates behind part (c) are carried out at this point for an isotropic branch, whose slopes do not depend on the direction of \(\mathbf q\).

(A3) Time reversal holds: \(\varepsilon_{-\mathbf k}=\varepsilon_{\mathbf k}\), \(\omega_{-\mathbf q}=\omega_{\mathbf q}\), \(|g(-\mathbf k',-\mathbf k)|=|g(\mathbf k,\mathbf k')|\).

(A4) The temperature is zero, the metal is normal, and the electron is dressed in the Migdal approximation. Part (c) below is proved for its one-phonon form, Lemma 4; Lemma 7 shows that the self-consistent form gives the same self-energy in the wide-band limit, and the finite-band correction due to self-consistency is worked out only for the flat band. The frequencies \(\omega_{\mathbf q\nu}\) are the physical, screened ones.

(A5) Phonon energies are small against the energy \(W\) over which the velocity, the coupling and the phonon frequency change as \(\mathbf k'\) moves off the Fermi surface. This is made precise by the family \(\omega\to\eta\,\omega\), \(|g|^2\to\eta|g|^2\), which leaves \(G_\nu\) fixed, and the limit \(\eta\to0\).

The Eliashberg function, its momentum-resolved form and the coupling constants are defined by
\[
\alpha^2F_{\mathbf k}(\omega)=\sum_\nu\left\langle|g_\nu(\mathbf k,\mathbf k')|^2\delta(\varepsilon')\,\delta(\omega-\omega_{\mathbf q\nu})\right\rangle_{\mathbf k'},\qquad
\alpha^2F(\omega)=\frac{\langle\delta(\varepsilon_{\mathbf k})\,\alpha^2F_{\mathbf k}(\omega)\rangle_{\mathbf k}}{N_F},
\]
\[
\lambda_{\mathbf k}=2\int_0^\infty\frac{\alpha^2F_{\mathbf k}(\omega)}{\omega}d\omega,\qquad \lambda=2\int_0^\infty\frac{\alpha^2F(\omega)}{\omega}d\omega,
\]
\[
\lambda_{\mathbf q\nu}=\frac{2}{N_F\,\omega_{\mathbf q\nu}}\left\langle|g_\nu(\mathbf k,\mathbf k+\mathbf q)|^2\delta(\varepsilon_{\mathbf k})\,\delta(\varepsilon_{\mathbf k+\mathbf q})\right\rangle_{\mathbf k}.
\]
All are dimensionless: in \(\alpha^2F_{\mathbf k}\) two powers of energy from \(|g|^2\) meet two delta functions. Both electron states are placed on the Fermi surface although the phonon carries energy. This is part of the definition, and the price of it appears wherever \(\alpha^2F\) is related to a physical quantity.

## The theorem

**Theorem.** (a) Under A1 and A2, exactly,
\[
\alpha^2F(\omega)=\tfrac12\sum_\nu\langle\omega_{\mathbf q\nu}\lambda_{\mathbf q\nu}\,\delta(\omega-\omega_{\mathbf q\nu})\rangle_{\mathbf q},\qquad
\lambda=\sum_\nu\langle\lambda_{\mathbf q\nu}\rangle_{\mathbf q}=\frac{\langle\delta(\varepsilon_{\mathbf k})\lambda_{\mathbf k}\rangle_{\mathbf k}}{N_F}.
\]
(b) Under A1 to A5, the golden-rule half-width \(\gamma_{\mathbf q\nu}\) of a phonon satisfies \(\gamma_{\mathbf q\nu}/(\pi N_F\omega_{\mathbf q\nu}^2)\to\lambda_{\mathbf q\nu}\) as \(\eta\to0\), at each fixed \(\mathbf q\) at which the Fermi surface and its copy shifted by \(\mathbf q\) are nowhere tangent.

(c) Under A1 to A5, the quasiparticle velocity \(v^*_{\mathbf k}\) on the Fermi surface and the density of quasiparticle levels \(N^*\) satisfy
\[
\frac{v_{\mathbf k}}{v^*_{\mathbf k}}=1+\lambda_{\mathbf k}+O(\eta),\qquad \frac{N^*}{N_F}=1+\lambda+O(\eta).
\]

## Fermi-surface averages

**Lemma 1.** For continuous \(F\), \(\langle\delta(\varepsilon_{\mathbf k})F\rangle_{\mathbf k}=C\oint dS\,F/v\), where \(dS\) is the element of the Fermi surface (a length \(dl\) in two dimensions) and \(v=|\mathbf v|\). In two dimensions,
\[
\langle\delta(\varepsilon_{\mathbf k})\delta(\varepsilon_{\mathbf k+\mathbf q})F\rangle_{\mathbf k}=C\sum_{\text{crossings}}\frac{F}{|\mathbf v\times\mathbf v'|},
\]
where the sum runs over the points with \(\varepsilon_{\mathbf k}=\varepsilon_{\mathbf k+\mathbf q}=0\).

*Proof.* Near the surface, \(d^dk=dS\,dk_n\) with \(k_n\) along the normal. The gradient of \(\varepsilon\) is normal to the surface, so \(d\varepsilon=v\,dk_n\) and \(d^dk=dS\,d\varepsilon/v\). The delta function removes the \(\varepsilon\) integral. For the second statement, use \(\varepsilon_{\mathbf k}\) and \(\varepsilon_{\mathbf k+\mathbf q}\) as coordinates near a crossing. Their gradients are \(\mathbf v\) and \(\mathbf v'\), so the Jacobian is \(v_xv'_y-v_yv'_x\) and \(d^2k=d\varepsilon\,d\varepsilon'/|\mathbf v\times\mathbf v'|\). The two delta functions remove both integrals. ∎

**Lemma 2.** \(\lambda_{\mathbf k}=2C\sum_\nu\oint dS'\,G_\nu/v'\) and
\[
\lambda=\frac{2}{N_F}\sum_\nu\left\langle\left\langle G_\nu\,\delta(\varepsilon_{\mathbf k})\delta(\varepsilon')\right\rangle\right\rangle_{\mathbf k\mathbf k'} ,
\]
and both are finite.

*Proof.* Insert the definition of \(\alpha^2F_{\mathbf k}\) and do the frequency integral first; the integrand is non-negative, so the order may be exchanged. Since \(\int d\omega\,\delta(\omega-\omega_{\mathbf q\nu})/\omega=1/\omega_{\mathbf q\nu}\), the factor \(|g_\nu|^2\) becomes \(G_\nu\), and Lemma 1 gives the surface form. By A2, \(\lambda_{\mathbf k}\le2N_F\sum_\nu\max G_\nu\). The formula for \(\lambda\) follows in the same way. ∎

*Proof of part (a).* The last equality holds because the frequency integral and the average over \(\mathbf k\) commute. For the rest, note that at fixed \(\mathbf k\) the map \(\mathbf k'\mapsto\mathbf q=\mathbf k'-\mathbf k\), modulo reciprocal lattice vectors, is a one-to-one map of the \(N\) allowed wave vectors onto themselves. Hence \(\langle\langle\cdot\rangle\rangle_{\mathbf k\mathbf k'}=\langle\langle\cdot\rangle_{\mathbf k}\rangle_{\mathbf q}\). The factor \(\delta(\omega-\omega_{\mathbf q\nu})\) depends on \(\mathbf q\) alone and leaves the inner average:
\[
\alpha^2F(\omega)=\sum_\nu\left\langle\delta(\omega-\omega_{\mathbf q\nu})\,\frac1{N_F}\left\langle|g_\nu|^2\delta(\varepsilon_{\mathbf k})\delta(\varepsilon_{\mathbf k+\mathbf q})\right\rangle_{\mathbf k}\right\rangle_{\mathbf q}.
\]
By definition the inner factor is \(\tfrac12\omega_{\mathbf q\nu}\lambda_{\mathbf q\nu}\), which is the first formula. Multiplying by \(2/\omega\) and integrating cancels the \(\tfrac12\) and the \(\omega_{\mathbf q\nu}\), which gives the second. ∎

*Remark (meaning of the symbol).* The phonon density of states is \(F(\omega)=\sum_\nu\langle\delta(\omega-\omega_{\mathbf q\nu})\rangle_{\mathbf q}\). Part (a) shows that \(\alpha^2F\) is this function with each mode weighted by \(\tfrac12\omega\lambda_{\mathbf q\nu}\). A mode whose wave vector joins no two Fermi-surface points has weight zero. The branches are summed and only the wave vector is averaged.

*Remark (low frequencies).* For an isotropic acoustic branch in two dimensions with \(\omega=c|\mathbf q|\) and \(|g|^2=G_0\,\omega\) at small \(\mathbf q\), and with no reciprocal-lattice image of the Fermi line touching it, low frequencies come from pairs of points a short arc \(\ell\) apart. There \(v'\approx v\), and the two points at \(\pm\ell\) give \(\int d\ell\,\delta(\omega-c|\ell|)=2/c\). Applying Lemma 1 twice,
\[
\alpha^2F(\omega)\to\frac{2G_0\,C^2}{c\,N_F}\left(\oint\frac{dl}{v^2}\right)\omega .
\]
The function vanishes linearly, and \(\alpha^2F/\omega\) stays finite at the lower limit.

## The phonon linewidth

**Lemma 3.** The golden-rule half-width is
\[
\gamma_{\mathbf q\nu}=2\pi\left\langle|g_\nu|^2(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\,\delta(\omega_{\mathbf q\nu}+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q})\right\rangle_{\mathbf k},
\]
where \(f\) is the occupation.

*Proof.* With \(n\) quanta in the mode, the squared matrix elements of \(b\) and \(b^\dagger\) are \(n\) and \(n+1\). Absorption takes an electron from \(\mathbf k\) to \(\mathbf k+\mathbf q\) and emission is the reverse, so with a factor 2 for the two spin directions
\[
\frac{dn}{dt}=-2\cdot2\pi\left\langle|g|^2\left[f(1-f')\,n-f'(1-f)(n+1)\right]\delta(\omega+\varepsilon-\varepsilon')\right\rangle_{\mathbf k}.
\]
The coefficient of \(n\) in the bracket is \(f(1-f')-f'(1-f)=f-f'\). An excess of quanta therefore decays at the rate \(4\pi\langle|g|^2(f-f')\delta\rangle\). The number of quanta goes as the square of the oscillator amplitude, so the amplitude decays as \(e^{-\gamma t}\) with half that rate, and the squared Fourier transform of \(e^{-i\omega t-\gamma t}\) is a Lorentzian of half-width \(\gamma\). ∎

*Proof of part (b).* At \(T=0\) the factor \(f-f'\), with \(\varepsilon'=\varepsilon+\omega\), equals 1 for \(-\omega<\varepsilon<0\) and 0 otherwise. Define \(J(a,b)=\langle|g|^2\delta(\varepsilon_{\mathbf k}-a)\delta(\varepsilon_{\mathbf k+\mathbf q}-b)\rangle_{\mathbf k}\). Inserting \(1=\int dx\,\delta(\varepsilon_{\mathbf k}+x)\),
\[
\gamma=2\pi\int_0^\omega dx\,J(-x,\ \omega-x).
\]
Where the surfaces cross without tangency, \(J\) is smooth near the origin. Then \(\gamma\to2\pi\omega J(0,0)\), and since \(J(0,0)=\tfrac12N_F\omega\lambda_{\mathbf q\nu}\), this is \(\gamma=\pi N_F\omega^2\lambda_{\mathbf q\nu}\). ∎

*Remark (size of the error).* The substitution \(\mathbf k\to-\mathbf k-\mathbf q\) exchanges the two energies and, by A3, leaves \(|g|^2\) alone, so \(J(a,b)=J(b,a)\) and \(\partial_aJ=\partial_bJ\) at the origin. The first-order term of the integral is \(\partial_aJ\int_0^\omega(-x)\,dx+\partial_bJ\int_0^\omega(\omega-x)\,dx=\tfrac12\omega^2(\partial_bJ-\partial_aJ)=0\). The error relative to \(\lambda_{\mathbf q\nu}\) is of second order in \(\omega\).

*Remark (where it fails).* Since \(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}\le v_{\max}|\mathbf q|\), an optical phonon with \(|\mathbf q|<\omega/v_{\max}\) cannot be absorbed and has \(\gamma=0\). The quantity \(\lambda_{\mathbf q\nu}\) is large there. In two dimensions the velocities at a crossing differ in direction by the angle \(\kappa|\mathbf q|\), with \(\kappa\) the curvature of the Fermi line, so \(|\mathbf v\times\mathbf v'|\approx v^2\kappa|\mathbf q|\) and \(\lambda_{\mathbf q\nu}\propto1/|\mathbf q|\). The disc of radius \(q_c=\omega/v\) contributes to \(\lambda\) in proportion to \(\int_0^{q_c}q\,dq/q=q_c\), which is of order \(\eta\). Part (a) is unaffected, since it uses \(\lambda_{\mathbf q\nu}\) as defined. The spin factor is also fixed by this derivation: in terms of the density of states for both spins, \(N_{tot}=2N_F\), the relation reads \(\lambda_{\mathbf q\nu}=2\gamma/(\pi N_{tot}\omega^2)\).

Part (a) of the theorem has been proved exactly, and part (b), on the phonon linewidth, in the limit of small phonon energies. The electron self-energy and the mass enhancement of part (c) remain, followed by strong coupling and a worked example.
